Does Perpendicular Spin-Flop Coupling Cause Exchange Bias? A Referee's Comment

**The argument under review**

The manuscript considers a ferromagnetic film on an ideally compensated antiferromagnetic face, where each surface cell holds one spin of each sublattice. It argues in three steps. The ferromagnet cants the two spins slightly towards itself, so the interface acquires a small net moment. This moment is exchange coupled to the ferromagnet. The ferromagnet therefore feels a unidirectional interface field, and its hysteresis loop is shifted.

The first two steps are sound. The third needs the canted moment to stay where it is while the ferromagnet reverses, and nothing in the model holds it there. I ask the authors to redo the calculation with the canted spins free. The analysis below shows what follows and what would have to be added to obtain a shift.

**Model and conventions**

Let m, s1 and s2 be classical unit vectors for the ferromagnet and the two interface spins, and let n be the antiferromagnetic easy axis, in the film plane. Energies are per interface cell of two antiferromagnetic spins. The algebra is in atomic units, and μ is the ferromagnetic moment per cell. The energy is

E = J_A s1·s2 − J_I m·(s1 + s2) − K_A[(s1·n)² + (s2·n)²] − K_F(m·e)² − μ B·m.

Here J_A > 0 favours antiparallel sublattices, and J_I, of either sign, is the same for both spins: this is what compensation means here. K_A is the anisotropy per interface spin, including that of the antiferromagnetic column behind it. K_F is the ferromagnet's own anisotropy, with axis e. Reversal is coherent and quasi-static, with the field in the film plane. In the loops all spins are kept in that plane. For m this follows from the ferromagnet's demagnetising energy, not written above; for the antiferromagnetic spins it is a simplification.

Define v = (s1 + s2)/2 and l = (s1 − s2)/2. Because s1 and s2 have unit length,

v·l = 0,  v² + l² = 1,  s1·s2 = v² − l² = 2v² − 1.

The vector v is the canted moment and l is the Néel vector.

**What symmetry allows**

Consider the replacement

(m, s1, s2, B) → (−m, −s2, −s1, −B).

Each term of E is unchanged: the products of two vectors keep their values, and exchanging the sublattices costs nothing because their couplings and anisotropies are equal. Under this replacement v → −v, while l → (−s2 + s1)/2 = l. At B = 0, minimising over the interface spins with l on a given side therefore gives

E(m; l) = E(−m; l).

No small canting angle was assumed. Time reversal alone would not suffice: it also reverses l, and so compares two different antiferromagnetic states.

For the loop, suppose that l returns to the same side of the plane normal to n and that its response to m and B is single-valued. The replacement then turns the descending branch into the ascending one, with m_up(B) = −m_down(−B). The two switching fields are equal and opposite.

A three-dimensional minimisation tests the energy statement where canting is large. With J_A = 80 meV, J_I = 60 meV and K_A = 40 meV, the canting formula derived below gives v = 0.25 for m perpendicular to n. Over eight random directions of m, with l kept on one side, E(m) and E(−m) differed by at most 3.4×10⁻¹³ meV. When the two couplings were made unequal, 61 and 59 meV, the largest difference was 3.2 meV.

**Eliminating the canted moment**

Let m make an angle θ with n, and let l make a small angle α with n in the same plane. Since v is perpendicular to l, write its signed length as u, along the direction α + 90°. Then

m·v = u sin(θ − α),
(v·n)² + (l·n)² = u² sin²α + (1 − u²)cos²α = cos²α − u² cos2α.

The interface energy becomes

E_int = −J_A − 2K_A cos²α + 2(J_A + K_A cos2α)u² − 2J_I u sin(θ − α).

Setting the derivative with respect to u to zero gives

u = J_I sin(θ − α) / [2(J_A + K_A cos2α)].

A quadratic a u² − 2b u has the minimum −b²/a. For small α, cos2α in the denominator may be replaced by 1. With K = 2K_A, and energy measured from −J_A − 2K_A, this leaves

E_int = K sin²α − κ sin²(θ − α),
κ = J_I² / [2(J_A + K_A)].

If K is much larger than κ, then α → 0 and

E_int = −κ sin²θ.

This is a uniaxial energy. Within the film plane, the ferromagnet prefers the two opposite directions perpendicular to n, because there it can cant the sublattices most. When m is parallel to l, one spin lies along m and the other against it, and canting gains nothing at first order. The sign of J_I drops out: it decides whether the canted moment points along or against m, but the energy gain is the same. A stiffer antiferromagnet, with larger J_A, cants less and gives a smaller κ.

The factor of two deserves attention. The coupling between m and the canted moment gains −2κ sin²θ, but canting costs +κ sin²θ in exchange and anisotropy. Half of the gain is spent on making the moment.

**Letting the Néel vector tilt**

With finite K, use sin²x = (1 − cos2x)/2:

E_int = (K − κ)/2 − ½[K cos2α − κ cos(2θ − 2α)].

The bracket equals (K − κ cos2θ)cos2α − κ sin2θ sin2α. Its maximum over α is the root of the summed squares of the two coefficients, so

E_int = (K − κ)/2 − ½√(K² + κ² − 2Kκ cos2θ).

This depends on θ through cos2θ, which is unchanged by θ → θ + 180°, so tilt does not restore a unidirectional term. Expanding for κ much smaller than K gives

E_int ≈ −κ sin²θ − κ² sin²2θ/(4K).

The second term is the energy released by tilt.

Stationarity in α reads K sin2α = −κ sin2(θ − α), hence |sin2α| ≤ κ/K. Within this reduced energy, if κ < K, a Néel vector that starts along n and follows m in equilibrium cannot reach 45°, and so cannot turn over. The reduced energy replaced cos2α by 1 in the denominator, which fails at large tilt, so the true limit lies below K. In the full planar pair model with J_A = 80 meV, turning m slowly through 180° turns l over at κ ≈ 0.96K for K_A = 1.5 meV and at κ ≈ 0.73K for K_A = 40 meV. Above this limit the protection is lost. The antiferromagnet may be dragged round with m. Symmetry then relates such a loop to a partner loop and need not make it symmetric by itself. The conclusion here is restricted to κ below this limit.

**What happens to the coercive field**

Take first a ferromagnet whose own easy axis and applied field are perpendicular to n. Start at θ = 90° and put θ = 90° + x. To second order, apart from constants,

E = κ(x − α)² + Kα² + K_F x² + μB x²/2.

Minimising over α gives α = κx/(K + κ). The first two terms then combine like two springs in series, to [κK/(K + κ)]x². The state loses stability when the total coefficient of x² vanishes, at B = −B_c with

B_c = (2/μ)[K_F + κK/(K + κ)].

The reversed state becomes unstable at +B_c. The interface has widened the loop and left its centre at zero.

Widening depends on the geometry. If the ferromagnet's own axis and the field lie along n, the expansion about θ = 0 is

E = −κ(θ − α)² + Kα² + K_F θ² + μBθ²/2.

Now α = −κθ/(K − κ), so θ − α = Kθ/(K − κ). The first two terms give

[−κK² + Kκ²]θ²/(K − κ)² = −[κK/(K − κ)]θ²,

and the stability limit is

B_c = (2/μ)[K_F − κK/(K − κ)],

when the bracket is positive. This is also the coercive field unless the bracket is close to zero; m then first rotates continuously and crosses zero at a larger field, which can be several times the value from the formula. Here the same coupling lowers the coercive field. The manuscript should therefore say that the coupling can enhance coercivity, and state the axes.

**A film with numbers**

I take a 5 nm film of magnetisation 800 kA/m and a cell area of 0.14 nm², which give μ = 3.495 meV/T. The other parameters are J_A = 80 meV, J_I = 4 meV, K_A = 1.5 meV, so K = 3 meV, and K_F = 0.001 meV. Then

κ = 4² / [2(80 + 1.5)] meV = 0.0982 meV,

or 0.112 mJ/m². For m perpendicular to n the canting is u = 4/163 = 0.0245, an angle of 1.4°.

The tilt-corrected energy was compared with minimisation over both spins in three dimensions, for eight random directions of m and both signs of J_I. The largest difference was 4.9×10⁻⁷ meV, about five parts per million of κ.

For the field and ferromagnetic axis perpendicular to n, the series combination is 0.09816 × 3/3.09816 = 0.09505 meV, and

B_c = 2(0.00100 + 0.09505)/3.495 T = 55.0 mT.

A loop followed by relaxing all three spin angles at each field, without using the reduced energy, gave 54.9 mT and a shift of 0.000 mT. The field step was 0.25 mT, and a jump is located only to about that accuracy; the loops below for a ferromagnetic axis along n and for the layered film use steps of 0.5 mT. Without interface coupling the coercive field was 0.575 mT. The interface thus raises it about 95 times in this soft model film, while the shift stays zero.

The canted moment itself shows where the argument under review fails. At zero field, u was +0.02454 on the descending branch and −0.02454 on the ascending one. Meanwhile l·n stayed above 0.999 at every field point. The antiferromagnetic state was kept, but its canted moment followed the ferromagnet.

With the same film and the field along n, the coercive field was 0.000 mT, as expected for a hard direction. To see coercivity reduced, I gave the ferromagnet an axis along n with K_F = 0.30 meV. Its coercive field fell from 171.7 mT uncoupled to 113.8 mT coupled, against 113.6 mT from the formula.

**Why the frozen-moment estimate looks convincing**

Suppose the canted spins are frozen as they were for m at θ = 90°, with u₀ = J_I/[2(J_A + K_A)]. The ferromagnet then has the linear energy

−2J_I u₀ sinθ = −2κ sinθ.

Added to −μB sinθ, this acts as an extra field 2κ/μ, so the loop is centred at

B = −2κ/μ = −2 × 0.0982/3.495 T = −56.2 mT.

A loop with the two interface spins held fixed gave −56.1 mT. The manuscript's shift follows correctly from its frozen moment. What is missing is a reason for freezing it.

There is a further trap. For a rigid Néel vector, the free and frozen models have the same switching field on the descending branch. Near θ = 90° + x, both −κ sin²θ and −2κ sinθ contribute κx². The freedom of u does not enter at this order, because its equilibrium value is proportional to cos x and changes only by terms in x². Both models therefore switch at −(2/μ)(K_F + κ). They part company on the way back: the free model switches at the opposite field, whereas the frozen one switches at (2/μ)(K_F − κ), still negative when K_F < κ. A calculation of the first reversal alone cannot distinguish bias from coercivity.

**Terms that do shift the loop**

With the Néel vector held and its response single-valued, a shift requires something that breaks the symmetry used above. Two examples show that the loop calculation can detect one.

*Unequal sublattice coupling.* Let the couplings be J_I + δ/2 and J_I − δ/2. Their weighted spin sum is 2J_I v + δl, so a term −δ m·l is added. It is linear in m, with l held by the antiferromagnet. For a field along n, the loop crosses zero magnetisation at θ = 90°. There, with |l| ≈ 1, the α-dependent energy is (K + κ)sin²α − δ sinα, apart from a constant, so sinα = δ/[2(K + κ)]. Zero torque on m requires

−κ sin2α + δ cosα + μB = 0.

Inserting sinα and setting cosα ≈ 1 gives

B = −(δ/μ)K/(K + κ).

For δ = 0.05 meV, which is 1.25 % of J_I, this is −13.85 mT. The followed loop gave the same value to the digits shown.

*Antisymmetric exchange.* Add D z·(s1 × s2), with z the film normal. Exchanging the spins reverses this term. Since s1 × s2 = 2 l × v, it equals 2Du for |l| ≈ 1. Eliminating u now gives

−[J_I sin(θ − α) − D]² / [2(J_A + K_A)].

The square contains a cross term + c sin(θ − α), with c = J_I D/(J_A + K_A). For rigid l and a field perpendicular to n, this centres the loop at c/μ.

Tilt reduces the shift. Near θ = 90° the cross term changes the spring κ to κ − c/2, and near θ = −90° to κ + c/2. Each acts in series with K, through S(q) = qK/(q + K). The centre is [S(κ + c/2) − S(κ − c/2)]/μ, and to first order in c

B ≈ (c/μ)[K/(K + κ)]².

With D = 0.5 meV, c = 0.0245 meV and the centre is 6.58 mT. The loop gave 6.63 mT. Here the canting mechanism takes part in producing a bias, but D supplies the preference for one sign, which reverses if l is held on the other side. That is the sense in which spin-flop coupling does not itself cause the shift.

**Depth of the antiferromagnet**

A single interface pair might hide a bias stored deeper in the film. I therefore consider 30 layers, 6 nm in all, with anisotropy k = 0.05 meV per spin and interlayer bonds J_L = 20 meV between opposite sublattices. The total anisotropy, 60 × 0.05 = 3 meV per cell, equals the previous K.

Two adjacent layers interact through 2J_L(v_j·v_(j+1) − l_j·l_(j+1)). For parallel Néel vectors and small canting, |l_j| ≈ 1 − u_j²/2, and this becomes J_L(u_j + u_(j+1))² plus a constant. The canting energy is therefore uᵀQu − 2J_I u₀ sinθ, where now u₀ is the canting of the interface layer. Q has diagonal entries 2(J_A + k) + J_L × (number of neighbouring layers) and entries J_L between neighbours. Minimisation gives

κ_film = J_I²(Q⁻¹)₀₀ = 0.08985 meV,

8.5 % below κ. Direct minimisation of the layered film gave the same value to these digits.

The Néel vector can also twist with depth. A small twist costs 2kα_j² in each layer and J_L(α_j − α_(j+1))² between layers. Writing this as αᵀTα and minimising at fixed surface angle α₀ gives K_s α₀², with

K_s = 1/(T⁻¹)₀₀ = 1.42 meV.

The surface is thus held less than half as stiffly as if all layers turned together. Replacing κ and K by κ_film and K_s gives B_c = 48.9 mT, compared with 50.5 mT for a film that cannot twist. The full film loop gave 48.8 mT and a shift of 0.000 mT. That loop also let the field act on antiferromagnetic moments of 3 Bohr magnetons per spin, an energy of about 0.24 % of J_I at the coercive field of the single-pair model.

**Temperature and real films**

These coercive fields omit thermal activation. For rigid l and A = K_F + κ, put q = sinθ and B_K = 2A/μ. In a reverse field, E = −Aq² + μ|B|q. This peaks at q = |B|/B_K, where E = AB²/B_K², while the starting state q = 1 has E = −A + 2A|B|/B_K. The barrier per cell is the difference,

A(1 − |B|/B_K)².

At half of B_K this is 0.0248 meV. Relaxing the interface spins along the path gave 0.0242 meV. The tilt term accounts for the difference: at the peak θ = 30°, κ² sin²2θ/(4K) = 0.0006 meV.

If κ keeps its zero-temperature value, a region 50 nm across that switches as a unit has a zero-field barrier of 53.8 k_BT at 300 K. With an attempt rate of 10⁹ s⁻¹ and a wait of 1 s, reversal is expected when the barrier falls to ln(10⁹) k_BT = 20.7 k_BT. As B_K = 56.7 mT,

B = 56.7[1 − √(20.7/53.8)] mT = 21.5 mT.

The assumed region matters greatly. The barrier scales with area, so an isolated 10 nm region would have about 2.2 k_BT and no coercivity on this time scale. A 10 nm antiferromagnetic grain, turning as a unit and with the coupling to the ferromagnet ignored, would have a barrier of 65 k_BT with the zero-temperature K.

These barriers are optimistic. In mean-field theory the exchange constants of the layered film give a Néel temperature of (J_A + 2J_L)/(3k_B), about 464 K, and fluctuations lower it. At 300 K the antiferromagnetic order, and with it K and κ, would therefore be well below the zero-temperature values. Whether a real grain keeps its state must be judged from constants measured at the working temperature.

The parameters are round values chosen with permalloy on a metallic antiferromagnet in mind, idealised as collinear and compensated; they are not fitted to a particular material. The magnetisation and thicknesses are ordinary. The interface coupling is a modest choice, and a metallic contact may have a larger one. Since κ_film grows as J_I², it would reach K_s near J_I = 16 meV in this film; this linear-spring estimate is a warning, not the threshold. When m is turned slowly through 180° in the layered model with all spins confined to the film plane, the Néel vector is still held at J_I = 19 meV but turns over at 22 meV. There κ_film is about 2.7 meV, still below K = 3 meV, so κ < K alone does not protect such a planar film. Even at 19 meV the planar response is not single-valued: the twist keeps its sense until m is about 10° past n. With the field 5° from n, cycled to ±3 T and acting on m only, both branches cross zero at −41.7 mT although the depth-averaged l·n stays at or above 0.91; this shift is stored in the sense of the twist, and it vanishes when the spins may leave the plane. If the antiferromagnetic spins may leave the plane, the Néel vector is still held at 22 and at 25 meV: once m has passed n, the twisted antiferromagnet can swing about n to the other side at no cost in its own energy. The demagnetising field of the ferromagnet, about 1005 mT, is far above the in-plane fields of the main loop and supports the planar treatment of m. Without it, m could reverse through the film normal, which is also perpendicular to n, at no cost in interface energy.

Real films also have steps, defects, grains and often noncollinear order, and they may reverse by wall motion, which can lower the coercive field further. Perfect equality of the sublattice couplings matters for bias: in the model, a 1.25 % imbalance already moves the centre by about 14 mT for a field along n, though it gives no shift for a field perpendicular to n. A measured shift is therefore compatible with strong spin-flop coupling, but it is not evidence that this coupling produced the shift.

**Recommendation**

The claim of exchange bias should be withdrawn for the ideal interface whenever the Néel vector is held through the field cycle and responds to m and B in a single-valued way. For an antiferromagnet that turns as a unit this means κ safely below K (below about 0.96K for the J_A and K_A used here); for a film that can twist, with its spins confined to the plane, the limit is stricter. The authors can keep their canting calculation and present its result as a uniaxial anisotropy, giving both branches of the loop and the directions of field and axes. If they wish to explain a shift, they should name the term that breaks sublattice interchange, or show by a full field cycle that a changing antiferromagnetic state produces it. The numerical output gives the main values behind this comment.

Computed results

```
AFM pair exchange J_A: 80.0 meV
interface coupling J_I per spin: 4.0 meV
column anisotropy K_A per interface spin: 1.50 meV
Neel-vector anisotropy K per cell: 3.00 meV
FM anisotropy K_F per cell: 0.0010 meV
cell area: 0.14 nm^2
FM thickness: 5.0 nm
FM magnetisation: 800 kA/m
FM moment per cell: 3.4952 meV/T
kappa: 0.09816 meV per cell
kappa per area: 0.1123 mJ/m^2
canting angle: 1.406 degrees
largest 3D energy error: 4.9e-07 meV
strong canting, energy odd in m: 3.4e-13 meV
same with unequal couplings 61 and 59 meV: 3.2048 meV
main loop shift: 0.000 mT (magnitude)
main coercive field, loop: 54.87 mT
main coercive field, formula: 54.96 mT
uncoupled coercive field, loop: 0.575 mT
canted v at zero field, descending: 0.02454
canted v at zero field, ascending: -0.02454
least l.n in main loop: 0.99970
shift if canted spins were frozen: -56.12 mT
coercive field along n, main film: 0.000 mT
FM anisotropy in parallel-axis case: 0.30 meV
parallel-axis coercive field, uncoupled: 171.66 mT
parallel-axis coercive field, coupled: 113.75 mT
coupling imbalance delta: 0.050 meV
shift from imbalance, loop: -13.85 mT
shift from imbalance, formula: -13.85 mT
antisymmetric exchange D: 0.50 meV
shift from D, loop: 6.63 mT
shift from D, formula: 6.58 mT
AFM film: 30 layers, 6.0 nm
AFM interlayer bond: 20.0 meV
AFM anisotropy per spin: 0.050 meV
film kappa, direct minimisation: 0.08985 meV
film kappa, canting matrix: 0.08985 meV
film twist spring K_s: 1.422 meV
film coercive field, rigid l formula: 50.49 mT
film coercive field, twist formula: 48.93 mT
film coercive field, loop: 48.75 mT
film loop shift: 0.000 mT (magnitude)
barrier at half B_K, direct: 0.02418 meV per cell
barrier at half B_K, formula: 0.02479 meV per cell
temperature: 300 K
thermal energy: 25.85 meV
attempt rate 1e+09 1/s, waiting time 1 s
FM switching-region diameter: 50 nm
FM region barrier / thermal energy: 53.8
thermally reduced coercive field: 21.5 mT
AFM grain diameter: 10 nm
AFM grain barrier / thermal energy: 65.1
AFM moment per spin: 3.0 Bohr magnetons
AFM Zeeman energy at B_c / J_I: 0.238 %
FM demagnetising field: 1005 mT
```
